\section*{Blanc's Law for a Trace Radical from the Stefan-Maxwell Equations}

\section{Definitions and conventions}

An ideal gas mixture has uniform temperature $T$, uniform pressure $p$ and total number density $c=p/(k_BT)$. Species 1 is a radical; species $j\ge2$ form the background. The mole fractions $x_i$ satisfy $\sum_i x_i=1$. The number flux of species $i$ in the laboratory frame is $N_i=c x_i v_i$, where $v_i$ is its mean velocity. The background composition, counted without the radical, is
\begin{equation}
b_j=\frac{x_j}{1-x_1},\qquad \sum_{j\ge2}b_j=1 .
\label{eq:b}
\end{equation}
The radical is a trace when $x_1\ll1$. The background is stationary when $N_j=0$ for all $j\ge2$. Sums over $j$ without a stated range run over the background.

The binary diffusivities $D_{ij}=D_{ji}$ are positive, and at fixed $c$ and $T$ they are taken as independent of composition. Lengths, pressures and diffusivities are given in laboratory units, since atomic units would be unnatural here.

\section{The starting equations and the choice of frame}

Without external forces, inertia or thermal diffusion, the Stefan-Maxwell equations are
\begin{equation}
\nabla x_i=\sum_{k\ne i}\frac{x_iN_k-x_kN_i}{c\,D_{ik}} .
\label{eq:sm}
\end{equation}
To see their meaning, insert $N_i=cx_iv_i$ and multiply by $-p$. With the partial pressure $p_i=px_i$,
\begin{equation}
-\nabla p_i=\sum_{k\ne i}\frac{p\,x_ix_k}{D_{ik}}\,(v_i-v_k).
\end{equation}
The partial-pressure force on a species balances its friction with every other species. Friction is proportional to the relative velocity and to the product of the two densities.

Interchanging $i$ and $k$ in \eqref{eq:sm} reverses the numerator, so the right-hand sides sum to zero over $i$, as do the gradients. One equation is therefore redundant. Gradients fix relative velocities, and a further condition must fix the frame. Here that condition is the stationary background.

\section{Derivation of Blanc's law}

Write \eqref{eq:sm} for $i=1$ and separate the two parts of the numerator:
\begin{equation}
\nabla x_1=\frac{x_1}{c}\sum_j\frac{N_j}{D_{1j}}-\frac{N_1}{c}\sum_j\frac{x_j}{D_{1j}} .
\end{equation}
Multiply by $c$ and move the $N_1$ term to the left:
\begin{equation}
N_1\sum_j\frac{x_j}{D_{1j}}=-c\nabla x_1+x_1\sum_j\frac{N_j}{D_{1j}} .
\label{eq:row}
\end{equation}
Nothing has yet been approximated. For a stationary background the last term vanishes. Inserting $x_j=(1-x_1)b_j$ gives
\begin{equation}
N_1=-\frac{c}{1-x_1}\left(\sum_j\frac{b_j}{D_{1j}}\right)^{-1}\nabla x_1 .
\end{equation}
In the trace limit $1-x_1\to1$, and this is Fick's law with Blanc's diffusivity:
\begin{equation}
\boxed{\;N_1=-c\,D_{1m}\nabla x_1,\qquad \frac1{D_{1m}}=\sum_{j\ge2}\frac{b_j}{D_{1j}}\;}
\label{eq:blanc}
\end{equation}

Reciprocals add because all background gases act on the same radical, moving at one velocity $v_1$, and their friction forces add. The quantity $b_j/D_{1j}$ is the resistance supplied by gas $j$. If one gas fills the background, $D_{1m}$ is its binary value; if all $D_{1j}$ are equal, composition drops out.

\section{Can the background really stand still?}

The remaining rows of \eqref{eq:sm} must also hold. With $N_j=0$ for the background, only the term $k=1$ survives in row $j$:
\begin{equation}
\nabla x_j=\frac{x_jN_1}{cD_{1j}} .
\label{eq:bg}
\end{equation}
The radicals push each background gas in the direction of their flux, and a gradient of that gas holds it in place. The gradient is proportional to $N_1$, so the change of background composition vanishes in the trace limit.

Strict rest is more than the law needs. Suppose that the background fluxes are of the same order as $N_1$, as when a surface returns a reaction product. The last term of \eqref{eq:row} is then of order $x_1N_1/D_{1j}$, smaller than the left side by a factor of order $x_1$. The other rows contain only fluxes of order $N_1$, so the background again tilts only slightly. Blanc's law survives to leading order.

This was tested by inverting the full system \eqref{eq:sm} for twenty random five-gas backgrounds, with $x_1=10^{-7}$, background gradients $\nabla x_j=-b_j\nabla x_1$ and the different frame condition $\sum_iN_i=0$. The largest relative departure of $N_1$ from \eqref{eq:blanc} was $5.7\times10^{-8}$.

\section{First correction for a finite radical fraction}

Consider a plane gap $0\le z\le L$ with steady flux $N_1>0$ toward $z=L$ and a strictly stationary background. Since $N_1$ is constant, \eqref{eq:bg} integrates to
\begin{equation}
x_j(z)=x_j(0)\exp\!\left(\frac{N_1z}{cD_{1j}}\right).
\end{equation}
Let $x_0=x_1(0)$, $x_L=x_1(L)$, $\Delta x=x_0-x_L$ and $q=N_1L/c$, and let $b_j$ denote the composition at $z=0$. The background fractions at $z=L$ sum to $1-x_L$, so
\begin{equation}
1-x_L=(1-x_0)\sum_jb_j\,e^{q/D_{1j}} .
\label{eq:exact}
\end{equation}
Subtract $1-x_0$ from both sides and expand the exponential:
\begin{equation}
\Delta x=(1-x_0)\left[\frac q{D_{1m}}+\frac{q^2}2\sum_j\frac{b_j}{D_{1j}^2}+\dots\right].
\end{equation}
Blanc's law gives $q=D_{1m}\Delta x$. Put $q=D_{1m}\Delta x(1+\varepsilon)$, where $\varepsilon$ is of first order in the radical fractions, and define $S=D_{1m}^2\sum_jb_j/D_{1j}^2$. After division by $\Delta x$,
\begin{equation}
1=(1-x_0)\left[1+\varepsilon+\tfrac12S\,\Delta x+\dots\right]
 =1-x_0+\varepsilon+\tfrac12S\,\Delta x+\dots,
\end{equation}
and hence
\begin{equation}
\frac{N_1}{N_{\rm Blanc}}=1+x_0-\tfrac12S\,\Delta x+\text{second order},
\qquad N_{\rm Blanc}=\frac{cD_{1m}\Delta x}{L}.
\label{eq:first}
\end{equation}

For one background gas, $S=1$ and the correction is $x_0-\Delta x/2=(x_0+x_L)/2$, the mean radical fraction. Equation \eqref{eq:exact} then gives $N_1=(cD_{12}/L)\ln[(1-x_L)/(1-x_0)]$, the usual result for diffusion through a stagnant gas. For several gases $S\ge1$, because the mean of a square is at least the square of the mean.

\section{A moving background: where the law is incomplete}

If background fluxes stay finite as $x_1\to0$, the last term of \eqref{eq:row} must be kept. To leading order in $x_1$,
\begin{equation}
N_1=-cD_{1m}\nabla x_1+x_1D_{1m}\sum_j\frac{N_j}{D_{1j}} .
\label{eq:drag}
\end{equation}
Two cases show what the new term does. If the whole background moves at velocity $u$, then $N_j=cb_ju$ and the term becomes $cx_1u$: the radical is carried along.

Next let gases 2 and 3 counter-diffuse with $N_3=-N_2$. In the trace limit row 2 gives
\begin{equation}
\nabla x_2=\frac{x_2N_3-x_3N_2}{cD_{23}}=-\frac{(x_2+x_3)N_2}{cD_{23}}=-\frac{N_2}{cD_{23}},
\end{equation}
so $N_2=-cD_{23}\nabla x_2$. With $\nabla x_1=0$, \eqref{eq:drag} becomes
\begin{equation}
N_1=x_1D_{1m}N_2\left(\frac1{D_{12}}-\frac1{D_{13}}\right).
\label{eq:counter}
\end{equation}
The radical moves without a gradient of its own, in the direction of the gas that grips it more strongly. The coefficient $D_{1m}$ is still Blanc's value, but Fick's law alone no longer gives the flux.

\section{The kinetic limit of the law}

Equation \eqref{eq:blanc} is the exact trace limit of the Stefan-Maxwell equations for a stationary background and constant $D_{ij}$. Kinetic theory shows what that constancy leaves out.

Let the radical, of mass $m_1$, move through a background at equilibrium, and let $\langle\cdot\rangle$ be an average over its Maxwell distribution $F(v)$. For a weak gradient of $n_1=cx_1$ its distribution is $F(n_1-h\cdot\nabla n_1)$, where $h$ solves $\mathcal Lh=v$. The collision operator is a sum over partners, $\mathcal L=\sum_jb_j\mathcal L_j$, each $\mathcal L_j$ taken at density $c$. The flux is $-\tfrac13\langle v\cdot h\rangle\nabla n_1$, so $D=\tfrac13\langle v\cdot h\rangle$.

Expand $h=\sum_pa_p\phi_p$ with $\phi_0=v$ and the other functions orthogonal to $v$. Since $\langle v^2\rangle=3k_BT/m_1$, projecting $\mathcal Lh=v$ on $\phi_p$ gives
\begin{equation}
\sum_qM_{pq}a_q=\frac{3k_BT}{m_1}\delta_{p0},\qquad M_{pq}=\langle\phi_p\cdot\mathcal L\phi_q\rangle .
\end{equation}
With $D=(k_BT/m_1)a_0$ this yields
\begin{equation}
D=3\left(\frac{k_BT}{m_1}\right)^2(M^{-1})_{00},\qquad M=\sum_jb_jM_j .
\end{equation}
With one function, $1/D$ is proportional to $M_{00}$, which is additive, and Blanc's law follows.

With more functions, use the fact that $M$ is symmetric and positive. Minimizing $a^TMa$ at fixed $a_0=1$ gives $(Ma)_p=\lambda\delta_{p0}$. Then $a_0=\lambda(M^{-1})_{00}=1$, and the minimum is $a^TMa=\lambda=1/(M^{-1})_{00}$. With $K=m_1^2/(3k_B^2T^2)$,
\begin{equation}
\frac1D=K\min_{a_0=1}\sum_jb_j\,a^TM_ja\;\ge\;\sum_jb_j\,K\min_{a_0=1}a^TM_ja=\sum_j\frac{b_j}{D_{1j}} .
\label{eq:bound}
\end{equation}
The inequality holds because one vector $a$ must serve all partners on the left, while each partner has its own on the right. At equal numbers of functions, the kinetic mixture diffusivity cannot exceed Blanc's combination of the binary values.

\subsection*{Binary values for rigid spheres}

Let $d$ be the mean of the two diameters, $\mu$ the reduced mass and $g$ the relative velocity. A collision changes $v$ by $v-v'=(\mu/m_1)(g-g')$. Rigid-sphere scattering is isotropic, so $g'$ averages to zero. Also $v=G+(\mu/m_1)g$, with the centre-of-mass velocity $G$ independent of $g$. The average of $v\cdot(v-v')$, weighted by the collision rate $c\pi d^2|g|$, is therefore
\begin{equation}
M_{00}=c\pi d^2\left(\frac\mu{m_1}\right)^2\langle |g|^3\rangle,\qquad
\langle |g|^3\rangle=\frac4{\sqrt\pi}\left(\frac{2k_BT}\mu\right)^{3/2}.
\end{equation}
Inserting this in $D=3(k_BT/m_1)^2/M_{00}$, the radical mass cancels except within $\mu$:
\begin{equation}
D_{1j}=\frac3{8cd^2}\sqrt{\frac{k_BT}{2\pi\mu}} .
\label{eq:hs}
\end{equation}

\section{Example: fluorine atoms above a silicon wafer}

Fluorine atoms from a remote plasma cross a gap $L=20$ mm to a silicon wafer, through He, CF$_4$ and O$_2$ at 500 mTorr and 400 K. Their mole fraction is set to 0.020 at the top and 0.005 at the wafer. The density is $c=1.207\times10^{16}$ cm$^{-3}$. Rough diameters of 0.30 (F), 0.26 (He), 0.47 (CF$_4$) and 0.35 nm (O$_2$) in \eqref{eq:hs} give

\begin{center}
\begin{tabular}{lccc}
Partner & $b_j$ & $D_{1j}$ (cm$^2$/s) & share of resistance\\
He & 0.60 & 1586 & 29\%\\
CF$_4$ & 0.30 & 386 & 59\%\\
O$_2$ & 0.10 & 620 & 12\%
\end{tabular}
\end{center}

The resistances add to
\begin{equation}
\frac1{D_{1m}}=(3.784+7.777+1.613)\times10^{-4}=1.317\times10^{-3}\ {\rm s/cm^2},
\end{equation}
so $D_{1m}=759$ cm$^2$/s $=0.0759$ m$^2$/s. CF$_4$ is half as abundant as helium but supplies twice the resistance. The arithmetic mean of the diffusivities, 1129 cm$^2$/s, is 49\% above Blanc's value. A weighted arithmetic mean of unequal positive numbers always exceeds their harmonic mean, whichever gas is most abundant. The flux is
\begin{equation}
N_{\rm Blanc}=\frac{(1.207\times10^{16})(759)(0.015)}{2.0}=6.9\times10^{16}\ {\rm cm^{-2}s^{-1}} .
\end{equation}
If all consumed fluorine leaves as SiF$_4$, each silicon atom takes four F atoms, and the etch rate is about 210 nm/min.

The end fractions imply a reaction probability $s$ at the wafer. With mean speed $\bar v=668$ m/s, the flux striking the surface is $cx_L\bar v/4+N_1/2$, since each half of velocity space carries half the net flux. Setting $N_1=s(cx_L\bar v/4+N_1/2)$ gives
\begin{equation}
s=\frac r{1+r/2},\qquad r=\frac{4N_1}{cx_L\bar v}=0.068,\qquad s=0.066 .
\end{equation}

\subsection*{Corrections within the Stefan-Maxwell equations}

Here $S=1.449$, and \eqref{eq:first} gives a correction of $0.020-0.0075\times1.449=0.0091$, or $+0.91\%$ of Blanc's flux. The full solution gives $+0.92\%$. If one SiF$_4$ molecule, of rough diameter 0.49 nm, returns for every four F atoms, and the SiF$_4$ fraction is held at zero at the top, the departure becomes $-0.001\%$. These digits depend on the diameter: 0.47 nm gives $+0.09\%$ and 0.51 nm gives $-0.10\%$. The return thus cancels the first correction almost completely at these parameters; nothing in the derivation makes this cancellation general.

Counter-diffusion within the background would matter more if it were strong. It cannot persist in a steady plane gap, because the solid wafer neither consumes nor supplies helium. After a change of feed gas at low flow it is brief and weak. At a flow of 200 sccm over a 300 mm wafer, replacing the gas in the gap takes about 0.2 s, while diffusion evens out the composition in a few milliseconds. If the composition at the top changes over that replacement time, even a complete change from no helium to pure helium leaves a difference of only about 0.01 across the gap. The difference grows roughly in proportion to the flow; at 5400 sccm the replacement time is 7 ms and the same estimate gives about 0.3. To show what a larger, imposed difference would do, let the helium fraction fall and the CF$_4$ fraction rise by 0.05 across the gap, with the radical gradient held fixed. Dividing \eqref{eq:counter} by Blanc's flux, at the mean radical fraction 0.0125, gives
\begin{equation}
\frac{0.0125\times0.05}{0.015}\times867\left(\frac1{1586}-\frac1{386}\right)\approx-0.07,
\end{equation}
where 867 cm$^2$/s is the He--CF$_4$ diffusivity. The full system with oxygen gives $-6.9\%$ when the total flux is zero; another frame condition can change even its sign, giving $+0.5\%$ with oxygen at rest and $+5\%$ at zero mass flux. At zero total flux helium drifts toward the wafer, but CF$_4$ drifts away from it and grips the fluorine more strongly.

\subsection*{Corrections beyond them}

For rigid spheres and five velocity functions the mixture diffusivity is 780 cm$^2$/s, 2.8\% above the value used here. It lies 2.0\% below Blanc's combination of five-function binary values, on the side required by \eqref{eq:bound}. Softer collisions shrink both numbers: with isotropic scattering and a collision rate proportional to $|g|^{1/2}$, for which $cD\propto T^{0.75}$, they are 0.7\% and 0.5\%, and for a rate independent of $|g|$ both vanish. The mean free path, 0.15 mm, is 0.8\% of the gap, so a diffusion description is reasonable outside a thin layer at the wafer.

If the wafer is at 330 K and the temperature falls linearly from 400 K, \eqref{eq:hs} makes $cD_{1m}$ proportional to $\sqrt T$. Integrating $N_1\,dz/(cD_{1m})=-dx_1$ at fixed end fractions multiplies the flux by $(\sqrt{400}+\sqrt{330})/(2\sqrt{400})=0.954$, a loss of 4.6\%. Diffusivities of real gases usually rise more steeply with temperature; with $cD_{1m}$ proportional to $T^{0.75}$ the loss would be 6.8\%. Thermal diffusion adds a term $\alpha x_1\nabla\ln T$ to $\nabla x_1$. For an assumed $|\alpha|=0.3$ its size is $0.3\times0.0125\ln(400/330)/0.015=4.8\%$ of the flux; neither the sign nor the true size of $\alpha$ is determined here.

A flow of 200 sccm spread over a 300 mm wafer has a speed of 10.5 cm/s. Carried unchanged through the gap, it would alter the flux by about 2.3\%; the solid wafer must stop it, and a velocity falling linearly to zero at the wafer raises the flux there by only about 0.5\%. Gas-phase loss of fluorine, at the same end fractions, lowers the flux at the wafer by about 10\% when its frequency is 57 s$^{-1}$ and by about 30\% when it reaches $D_{1m}/L^2=190$ s$^{-1}$.

\subsection*{Comparison with a real etcher}

The pressure, gap and wafer size are plausible for remote-plasma etching. The etch rate and the reaction probability follow from the chosen end fractions; they are neither measured values nor predictions for a particular reactor. The fluorine supply shows the limit of this choice. Over a 300 mm wafer the flux amounts to about 108 sccm of F atoms, whereas a 200 sccm flow with an F fraction of 0.020 carries only 4 sccm. Holding the end fractions would need a much larger flow or a strong source of atoms at the top of the gap, and about 27 sccm of SiF$_4$ would have to be removed there. A flow of 5400 sccm, which would carry 108 sccm of F atoms at that fraction, is 27 times the flow used above, and its effect on the flux could no longer be neglected: about 13\% if the velocity falls linearly to zero at the wafer, and 67\% if it were carried through unchanged. Smaller reaction probabilities, of order $10^{-3}$ to $10^{-2}$, have also been reported for F atoms on silicon without ion bombardment; they would make the fluorine profile flatter and the etch rate lower. A real plasma also converts part of its feed gas into other molecules, so the feed composition is not the composition in the gap. If the helium fraction fell from 0.60 to 0.50 of the background, and molecules with the resistance of CF$_4$ took its place, the total resistance would rise by $0.10(1/386-1/1586)=1.96\times10^{-4}$ s/cm$^2$, and $D_{1m}$ would fall by about 13\%. Collision diameters matter as much: raising all the mean diameters $d$ by 10\% lowers $D_{1m}$ by 17\%. The rigid-sphere model also biases the value: using the same diameters in a Lennard-Jones potential, with well depths $\epsilon/k_B$ of about 113 (F), 10 (He), 134 (CF$_4$) and 107 K (O$_2$), gives about 2200 cm$^2$/s for F in He and about 880 cm$^2$/s for $D_{1m}$, 15\% higher. These input uncertainties exceed the corrections for finite radical fraction, kinetic theory, temperature and a 200 sccm flow, though not fast gas-phase loss or the plug-flow effect at 5400 sccm. The value 760 cm$^2$/s is therefore a rough and probably low estimate for a real mixture. The numerical output below gives further digits for reproducing the arithmetic.

\section*{Values computed for the example and the checks}
\begin{verbatim}
pressure 500 mTorr, temperature 400 K
gap 20 mm, F fraction 0.020 to 0.005
gas number density 1.2071e+16 cm^-3
F: mass 18.998 u, rough diameter 0.30 nm
He: mass 4.003 u, rough diameter 0.26 nm
CF4: mass 88.003 u, rough diameter 0.47 nm
O2: mass 31.998 u, rough diameter 0.35 nm
SiF4: mass 104.077 u, rough diameter 0.49 nm
F-He: fraction 0.60, D 1585.6 cm^2/s, b/D 3.7841e-04 s/cm^2, share 28.7 %
F-CF4: fraction 0.30, D 385.8 cm^2/s, b/D 7.7767e-04 s/cm^2, share 59.0 %
F-O2: fraction 0.10, D 619.8 cm^2/s, b/D 1.6134e-04 s/cm^2, share 12.2 %
sum of b/D 1.3174e-03 s/cm^2
Blanc diffusivity 759.1 cm^2/s = 0.07591 m^2/s
arithmetic mean of D 1129.1 cm^2/s
arithmetic mean over Blanc value 1.487
F flux by Blanc's law 6.8717e+16 cm^-2 s^-1
silicon etch rate, all F leaving as SiF4 206.4 nm/min
largest error of Blanc's law, random mixtures 5.7e-08
Dm^2 sum(b/D^2) 1.4490
finite F fraction, full solution +0.924 %
finite F fraction, first correction +0.913 %
finite F fraction with SiF4 return -0.001 %
SiF4 mole fraction at wafer 0.00929
He-CF4 diffusivity 867.1 cm^2/s
He falls and CF4 rises by 0.05 over gap: flux change -6.94 %
gas flow 200 sccm over 300 mm wafer: speed 10.50 cm/s
flux change by that flow, upper size 2.30 %
wafer at 330 K: flux change -4.59 %
thermal diffusion, assumed factor 0.3: size 4.81 %
F-He D, 5 terms over 1 term 1.00132
F-CF4 D, 5 terms over 1 term 1.07625
F-O2 D, 5 terms over 1 term 1.03602
mixture D with 5 terms 780.3 cm^2/s
change from Blanc value above +2.79 %
mixture D against Blanc of 5-term binaries -1.982 %
heavy-scatterer limit, 8 terms over exact 0.99618
F mean speed 667.7 m/s
F mean free path 0.151 mm, over gap 0.0075
implied reaction probability at wafer 0.0660
diffusion time L^2/(2D) 2.63 ms
gas-phase loss matters near D/L^2 = 190 s^-1
\end{verbatim}
